\section*{Intensity at the vertex of a mask corner in coherent imaging}

\section*{The problem}

A projection lens images a mask whose clear region is a quadrant: two straight edges meeting at a right angle. One plane wave lights the mask along the optical axis. We ask for the intensity at the image of the vertex, for this mask and for its exact negative, and how far a real exposure tool departs from the answer.

The lens is a linear, shift-invariant scalar system. The mask is thin, with amplitude transmission $t=1$ (clear) or $t=0$ (opaque). Wafer lengths are in units of $\lambda/\mathrm{NA}$, and pupil coordinates $\mathbf f=(u,v)$, with $\rho=|\mathbf f|$, are in units of $\mathrm{NA}/\lambda$. All quantities are then dimensionless. With the complex pupil $P(\mathbf f)$, the image amplitude is
\begin{equation}
a(\mathbf r)=\int h(\mathbf r-\mathbf r')\,t(\mathbf r')\,d^2r',\qquad
h(\mathbf r)=\int P(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf r}\,d^2f .
\label{image}
\end{equation}
For a hard-edged pupil $h$ decays too slowly to be absolutely integrable. An infinite mask therefore means a mask lit by a beam $e^{-r'^2/W^2}$ centred on the vertex, with $W\to\infty$ at the end. Intensities are divided by that of a fully clear mask.

\section*{(a) Amplitude at the vertex}

\textbf{Question.} Let $P(R\mathbf f)=P(\mathbf f)$, where $R$ is the rotation by $90^\circ$, and let $P$ be continuous at $\mathbf f=0$. Find the vertex amplitude for a clear quadrant $Q$.

\textbf{Solution.} The symmetry passes to $h$. Substitute $\mathbf f=R\mathbf g$, which has unit Jacobian, and use $R\mathbf g\cdot R\mathbf r=\mathbf g\cdot\mathbf r$:
\[
h(R\mathbf r)=\int P(R\mathbf g)\,e^{2\pi i R\mathbf g\cdot R\mathbf r}d^2g
=\int P(\mathbf g)\,e^{2\pi i\mathbf g\cdot\mathbf r}d^2g=h(\mathbf r).
\]
With the vertex at the origin,
\[
a_Q=\int_Q h(-\mathbf r')\,e^{-r'^2/W^2}d^2r' .
\]
Both factors are unchanged by $R$, so $Q,RQ,R^2Q,R^3Q$ give equal integrals. These quadrants tile the plane, hence
\[
4a_Q=\int h(-\mathbf r')e^{-r'^2/W^2}d^2r'
=\int P(\mathbf f)\,\pi W^2e^{-\pi^2W^2\rho^2}\,d^2f .
\]
The Gaussian on the right has unit area and shrinks to the origin as $W\to\infty$. The integral tends to $P(0)$, which is also the clear-field amplitude. Therefore
\begin{equation}
a_Q=\tfrac14P(0).
\label{quarter}
\end{equation}

\section*{(b) The two intensities}

\textbf{Question.} Find the relative intensities for the quadrant and its negative. Which assumptions were used?

\textbf{Solution.} The negative contains the other three quadrants, so its amplitude is $P(0)-\frac14P(0)=\frac34P(0)$. If $P(0)\ne0$, division by $|P(0)|^2$ gives
\begin{equation}
I_{\rm clear\ corner}=\frac1{16},\qquad I_{\rm complement}=\frac9{16}.
\label{result}
\end{equation}
Two adjacent quadrants form a half-plane, so a straight edge has amplitude $\frac12$ and intensity $\frac14$ at its drawn position.

Symmetry supplies the equality of the four contributions. The numbers also need coherence, since amplitudes are added before squaring, an opaque surround, and clear-field normalization. If the pupil centre is blocked, $P(0)=0$ and the ratio is undefined.

The corner may have any orientation, and mirror symmetry is not required. As a test, take the aperture boundary $1+0.1\cos(4\theta+0.6)$ and
\[
P=(1-0.3\rho^2+0.2\rho^4\cos4\theta)\,e^{i(2\rho^2+1.5\rho^4\sin4\theta)} .
\]
Direct summation over this pupil gives 0.06250 and 0.56250.

\section*{(c) What a less symmetric pupil does}

\textbf{Question.} Express $a_Q$ through $P$ without assuming symmetry. Is fourfold symmetry necessary? Treat an elliptical pupil.

\textbf{Solution.} Put the edges along $x,y>0$. The spectrum of the mask is $m(u)m(v)$, with
\[
m(u)=\int_0^\infty e^{-x^2/W^2-2\pi iux}dx .
\]
Its real part is $\frac12\sqrt\pi\,We^{-\pi^2W^2u^2}$, which has area $\frac12$ and tends to $\frac12\delta(u)$. For $u\neq0$, integration by parts gives the imaginary part
\[
-\int_0^\infty e^{-x^2/W^2}\sin(2\pi ux)\,dx
=-\frac1{2\pi u}\Big[1-\int_0^\infty2q\,e^{-q^2}\cos(2\pi uWq)\,dq\Big],
\]
where $x=Wq$. The last integral oscillates away as $W\to\infty$. The imaginary part is odd in $u$, so its limit acts as a principal value (PV), and $m(u)\to\frac12\delta(u)+\mathrm{PV}\,\frac{1}{2\pi iu}$. Multiplying out $m(u)m(v)$,
\begin{align}
a_Q={}&\frac{P(0)}4+\frac1{4\pi i}\,\mathrm{PV}\!\!\int\frac{P(u,0)}u\,du
+\frac1{4\pi i}\,\mathrm{PV}\!\!\int\frac{P(0,v)}v\,dv\nonumber\\
&-\frac1{4\pi^2}\,\mathrm{PV}\!\!\iint\frac{P(u,v)}{uv}\,du\,dv .
\label{pv}
\end{align}
A rotation by $180^\circ$ reverses the sign of $1/u$ and $1/v$, so it removes the single integrals. A rotation by $90^\circ$ sends $uv$ to $-uv$ and removes the double one. This recovers \eqref{quarter}.

A pupil even in $u$ and even in $v$ also loses all three integrals. Fourfold symmetry is thus sufficient but not necessary: an ellipse aligned with the edges still gives $\frac1{16}$.

Now turn the ellipse so that its long semi-axis, 1, lies along the corner diagonal, with short semi-axis $b$. It is the image of the unit disc under a symmetric matrix $A$ with
\[
A\hat x=\tfrac12(1+b,\,1-b),\qquad A\hat y=\tfrac12(1-b,\,1+b).
\]
With $\mathbf f=A\mathbf g$ one finds $h(\mathbf r)=\det A\;h_0(A\mathbf r)$, where the disc has
\[
h_0(r)=\int_0^1 2\pi\rho J_0(2\pi r\rho)\,d\rho=\frac{J_1(2\pi r)}r .
\]
Changing variables to $A\mathbf r$ absorbs $\det A$ and turns the quadrant into a wedge. Each direction in the wedge contributes $\int_0^\infty J_1(2\pi r)dr=1/2\pi$ in the wide-beam limit, whatever the beam width in that direction. So $a_Q$ is the wedge angle over $2\pi$. The vector $A\hat x$ lies at $\arctan\frac{1-b}{1+b}=\frac\pi4-\arctan b$ from the $x$ axis, and $A\hat y$ lies equally far from the $y$ axis. The wedge angle is $\frac\pi2-2(\frac\pi4-\arctan b)=2\arctan b$, and
\[
a_Q=\frac{\arctan b}{\pi}.
\]
For $b=0.80$ this is 0.2148, with intensity 0.0461 instead of 0.0625. At $b=1$ it returns $\frac14$.

\section*{(d) The printed corner and focus}

\textbf{Question.} For a circular pupil in focus, expand $a$ about the vertex. For $\lambda=365$ nm and $\mathrm{NA}=0.60$, where does the contour $I=\frac14$ cross the diagonal, and what does defocus change?

\textbf{Solution.} Setting $\mathbf r-\mathbf r'=(p,q)$ in \eqref{image} gives
\[
a(x,y)=\int_{-\infty}^xdp\int_{-\infty}^ydq\;h(p,q).
\]
Since $h$ is even in each coordinate, at the vertex
\begin{align*}
\partial_xa&=\int_{-\infty}^0h(0,q)\,dq=\frac12\int_{-1}^1P(u,0)\,du=1,\\
\partial_x^2a&=\int_{-\infty}^0\partial_ph(0,q)\,dq=0,\qquad
\partial_x\partial_ya=h(0)=\pi .
\end{align*}
The last value is the area of the unit disc. The same holds for $y$, so
\begin{equation}
a=\tfrac14+x+y+\pi xy+\text{cubic terms}.
\label{expand}
\end{equation}
The length unit is $365/0.60=608.3$ nm. In focus $a$ is real, so $I=\frac14$ means $a=\frac12$. On the diagonal $x=y$ the quadratic form gives $\pi x^2+2x-\frac14=0$, or $x=(\sqrt{4+\pi}-2)/2\pi=0.107$, which is 65 nm. The full amplitude gives 66.7 nm, a distance of 94.4 nm from the vertex.

For the on-axis plane wave, a resist with its threshold at $\frac14$ prints a long straight edge where it is drawn. (With the disc source of part (e) the in-focus edge value is 0.252 at $\sigma=0.3$ and 0.261 at $\sigma=0.6$.) In this threshold model the same setting rounds the corner by 94 nm along the diagonal. In focus the negative has the same contour, because $a=\frac12$ implies $1-a=\frac12$.

Defocus by $z$ multiplies $P$ by $\exp[\frac{2\pi iz}\lambda(\sqrt{1-\mathrm{NA}^2\rho^2}-1)]$. This factor is rotationally symmetric, so \eqref{result} survives. At the fixed point $x=y=66.7$ nm the intensities do change:
\begin{center}
\begin{tabular}{ccc}
defocus (nm) & clear corner & complement\\
0 & 0.250 & 0.250\\
500 & 0.203 & 0.333\\
1000 & 0.122 & 0.467
\end{tabular}
\end{center}
Since $|1-a|^2-|a|^2=1-2\,\mathrm{Re}\,a$, the two columns separate because $\mathrm{Re}\,a$ falls below $\frac12$. Defocus also gives $a$ an imaginary part. The last row gives $\mathrm{Re}\,a=(1+0.122-0.467)/2=0.33$ and $|\mathrm{Im}\,a|=\sqrt{0.122-0.107}=0.12$. For this on-axis plane wave the vertex intensity is independent of focus; the position of the printed contour is not. The independence does not carry over to a source of finite size: an oblique wave meets the defocused pupil off-centre, where the fourfold symmetry is lost.

\section*{(e) A source of finite size}

\textbf{Question.} Replace the single plane wave by a uniform incoherent disc source of radius $\sigma<1$ in pupil units. Find the change at the vertex for an unaberrated circular pupil.

\textbf{Solution.} A source point $\mathbf s=s(\cos\beta,\sin\beta)$ puts the phase $e^{2\pi i\mathbf s\cdot\mathbf r'}$ on the mask. In polar coordinates, with $\tau=s\cos(\varphi-\beta)$,
\[
a(\mathbf s)=\int_0^{\pi/2}d\varphi\int_0^\infty J_1(2\pi r)\,e^{2\pi ir\tau}dr .
\]
For the radial integral, start from $J_0(k)=\frac1{2\pi}\int_0^{2\pi}e^{ik\cos\alpha}d\alpha$, which gives
\[
\int_0^\infty J_0(k)e^{-pk}dk=\frac1{2\pi}\int_0^{2\pi}\frac{d\alpha}{p-i\cos\alpha}=\frac1{\sqrt{1+p^2}} .
\]
Since $J_1=-J_0'$, integration by parts gives $\int_0^\infty J_1e^{-pk}dk=1-p/\sqrt{1+p^2}$. Letting $p\to-i\tau$ and $k=2\pi r$,
\[
a(\mathbf s)=\frac1{2\pi}\int_0^{\pi/2}\Big[1+\frac{i\tau}{\sqrt{1-\tau^2}}\Big]d\varphi .
\]
Put $\psi=\varphi-\beta$ and $\kappa=\sqrt{1-s^2}$. Then $1-\tau^2=\kappa^2+s^2\sin^2\psi$, and the second term integrates to $\operatorname{arcsinh}(s\sin\psi/\kappa)$ between $\psi=-\beta$ and $\frac\pi2-\beta$:
\begin{equation}
a(\mathbf s)=\frac14+\frac i{2\pi}\Big[\operatorname{arcsinh}\frac{s_x}\kappa+\operatorname{arcsinh}\frac{s_y}\kappa\Big].
\label{tilt}
\end{equation}
Tilt leaves the real part at $\frac14$ and adds an imaginary part. The clear field has unit intensity for every source point. In the source average of $|a|^2$ the cross term vanishes by symmetry and the two squares are equal:
\[
I=\frac1{16}+\frac1{2\pi^2}\Big\langle\operatorname{arcsinh}^2\frac{s_x}\kappa\Big\rangle
\simeq\frac1{16}+\frac{\sigma^2}{8\pi^2}\quad(\sigma\ll1),
\]
using $\langle s_x^2\rangle=\sigma^2/4$. The complement, $1-a(\mathbf s)$, gains the same amount. For $\sigma=0.30$ the increment is 0.00119 (leading order 0.00114): 1.9\% of $\frac1{16}$, but 0.2\% of $\frac9{16}$.

\section*{(f) Aberrations that break the symmetry}

\textbf{Question.} Find the leading effect of coma, with phase $c(3\rho^3-2\rho)\cos\theta$, and of diagonal astigmatism, with phase $c\rho^2\sin2\theta$. Here $c=2\pi w$, with $w$ the coefficient in wavelengths.

\textbf{Solution.} The coma phase is $c(3\rho^2-2)u$. On $u=0$ it vanishes, and at fixed $u$ it is even in $v$, so only the integral over $P(u,0)$ in \eqref{pv} survives. The cosine part of $P$ is even and drops out:
\[
a=\frac14+\frac1{2\pi}\int_0^1\frac{\sin[c(3u^3-2u)]}u\,du
\simeq\frac14+\frac c{2\pi}\int_0^1(3u^2-2)\,du=\frac14-w .
\]
For $w=\pm0.02$ this gives $0.23^2=0.0529$ and $0.27^2=0.0729$, changes of $-15\%$ and $+17\%$. The first-order term is real, so it interferes with the background amplitude $\frac14$. For coma along an edge, as here, the change is a displacement of the image. The edge $x=0$ prints about $w\lambda/\mathrm{NA}$ away, 12 nm for the lens of part (d), and at that displaced vertex the intensity is again $\frac1{16}$.

The astigmatic phase is $2cuv$. It vanishes on both axes, so only the double integral contributes, and the cosine part is odd after division by $uv$. With $\sin(2cuv)\simeq2cuv$ and pupil area $\pi$,
\[
a\simeq\frac14-\frac i{4\pi^2}\,2c\,\pi=\frac14-iw,\qquad I\simeq\frac1{16}+w^2 .
\]
For $w=0.02$ this is 0.0629, a change of 0.6\%. The smallness comes from the quadrature phase of the first-order term.

\section*{(g) Mask, polarization and resist}

\textbf{Question.} Estimate, one at a time, the effects of absorber leakage, edge bias, mask corner rounding, vector imaging and resist blur for the lens of part (d).

\textbf{Solution.} \emph{Leakage.} If the absorber transmits amplitude $t$, then $a=\frac14+\frac34t$. An intensity transmission of 0.001 means $|t|=0.032$. The result is 0.0749 when the leaked light is in phase and 0.0512 in antiphase, changes of $+20\%$ and $-18\%$.

\emph{Edge bias.} Moving both edges by $d$ into the opening places the drawn vertex at $(-d,-d)$, and \eqref{expand} gives $a=\frac14-2d+\pi d^2$. For 5 nm, $d=5/608.3=0.0082$ and $a=0.2338$. The intensity is 0.0547, a fall of 13\%.

\emph{Corner rounding.} A mask corner of radius $R_c$ loses the area $(1-\frac\pi4)R_c^2$, where $h\simeq\pi$. For 50 nm at wafer scale $R_c=0.082$, the loss of amplitude is about 0.0045, and the intensity is 0.0603, a fall of 3.6\%.

\emph{Vector imaging.} Take $x$-polarized light in a resist of index $n=1.70$, without interface reflection or the radiometric factor of a reduction lens, and set $\alpha=\mathrm{NA}/n=0.353$. A wave with unit direction $\hat k=(\alpha u,\alpha v,\gamma)$ carries the field
\[
\mathbf e=\hat x-\frac{\alpha u}{1+\gamma}(\hat k+\hat z),
\]
which is perpendicular to $\hat k$ and of unit length. Its components act as three pupils in \eqref{pv}. The $x$ component is even in $u$ and $v$, so it gives $\frac14$. The $z$ component is $-\alpha u$, and its single integral gives
\[
|a_z|=\Big|\frac1{4\pi i}\int_{-1}^1(-\alpha)\,du\Big|=\frac{\alpha}{2\pi}=0.0562 .
\]
The $y$ component gives 0.0050. Adding squares, $0.0625+0.00316+0.00003=0.0657$, a rise of 5\%.

\emph{Resist blur.} A Gaussian average of standard deviation $\ell$ adds $\frac12\ell^2\nabla^2|a|^2$ at leading order. Since $\nabla^2a=0$ and $|\nabla a|^2=2$ at the vertex, this is $2\ell^2$. For 30 nm it is 0.0049. The computed average is 0.0673, a rise of 7.6\%.

\textbf{Comparison with a real tool.} The wavelength, aperture and index are rough typical values for a mercury i-line stepper; the error sizes are illustrative. The value $\sigma=0.30$ is at the low end for such tools. At $\sigma=0.6$ the full source average of part (e) gives an increment of 0.0056, or 9\% of $\frac1{16}$; the small-$\sigma$ formula would give only 0.0046. Features are also finite. With the on-axis plane wave the corner of an isolated 3000 nm square has 0.0584 instead of 0.0625. This is coherent ringing: for sides from 2600 to 3400 nm the value oscillates between about 0.058 and 0.068. A finite source averages most of it away, and at $\sigma=0.30$ the same square has 0.0635 against 0.0637 for the quadrant. Of the effects in parts (e) to (g), at the sizes chosen there, with coma directed along an edge and with the on-axis plane wave in parts (f) and (g), leakage, coma and edge bias move the clear-corner value most, by 13 to 20\%. The complementary value moves by at most 5.4\% in the same cases, because its amplitude is three times larger, which makes a given amplitude error relatively smaller. For leakage the error itself is also three times smaller, $\frac14t$ instead of $\frac34t$. With a source of $\sigma=0.6$ the clear-corner changes are smaller: 16 to 18\% for leakage, 12\% for edge bias and 9\% for coma. Mask thickness was not modelled. Defocus combined with a finite source also changes the vertex intensity: at $\sigma=0.30$ and 1000 nm of defocus the clear corner has 0.0745, against 0.0637 in focus. At $\sigma=0.6$ it has 0.082 at 500 nm and 0.11 at 1000 nm, against 0.068 in focus, changes as large as or larger than any effect above. The independence of focus found in part (d) therefore does not hold for a real tool. Most of the values quoted are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
All intensities are relative to the clear field (dimensionless)
Ideal vertex, clear corner and complement: 0.0625, 0.5625
Twisted four-lobed pupil, computed: 0.06250, 0.56250
Straight edge, computed: 0.25000
Ellipse axis ratio: 0.80
Ellipse along diagonal, clear corner amplitude: 0.21478
Ellipse along diagonal, clear corner intensity: 0.04613
Ellipse along an edge, clear corner intensity: 0.06250
Wavelength: 365 nm; NA: 0.60; resist index: 1.70
Length unit wavelength/NA: 608.3 nm
Amplitude slope at vertex along x: 0.001643 per nm
Contour at 1/4: diagonal distance from vertex: 94.4 nm
Contour at 1/4: x = y = 66.7 nm
Defocus rows: vertex clear, complement; contour point clear, complement
Defocus 0 nm: 0.0625, 0.5625, 0.2500, 0.2500
Defocus 500 nm: 0.0625, 0.5625, 0.2032, 0.3325
Defocus 1000 nm: 0.0625, 0.5625, 0.1218, 0.4672
Neglected effects: clear corner, complement; relative changes
Disc source, sigma 0.30: 0.0637, 0.5637; change +1.9 %, +0.2 %
Source increment, full and small-sigma: 0.001194, 0.001140
Isolated square, side 3000 nm: 0.0584, 0.5752; change -6.6 %, +2.3 %
Absorber leakage 0.0010, opposite phase: 0.0512, 0.5507; change -18.1 %, -2.1 %
Absorber leakage 0.0010, same phase: 0.0749, 0.5744; change +19.9 %, +2.1 %
Edge bias 5 nm into opening: 0.0547, 0.5871; change -12.6 %, +4.4 %
Edge bias amplitude, computed and formula: 0.23378, 0.23377
Mask corner radius 50 nm at wafer scale: 0.0603, 0.5693; change -3.6 %, +1.2 %
Coma +0.02 wavelength: 0.0529, 0.5929; change -15.4 %, +5.4 %
Coma -0.02 wavelength: 0.0729, 0.5329; change +16.6 %, -5.3 %
Diagonal astigmatism 0.02 wavelength: 0.0629, 0.5629; change +0.6 %, +0.1 %
Vector imaging in resist, x-polarized: 0.0657, 0.5657; change +5.1 %, +0.6 %
Longitudinal and cross-polarized amplitudes: 0.05617, 0.00504
Resist blur, standard deviation 30 nm: 0.0673, 0.5673; change +7.6 %, +0.8 %
Leading-order blur increment: 0.00486
\end{verbatim}
